\section*{Strain-Enhanced Electron Mobility in Silicon (100) Channels and Where It Saturates}

\section{A saturation point that hardly moves with the phonon energy}

In a model silicon (100) electron channel at 300 K, tensile strain raises the phonon-limited mobility from 1044 to at most 1735 cm$^2$/(V\,s), a factor of 1.66. Of this gain, 95\,\% is reached when the strained valleys are split by 153 meV. If the energy of the phonon responsible for f-type scattering is changed from 30 to 70 meV at fixed coupling constant, this splitting moves by only 2 meV. If the temperature is changed from 200 to 400 K, it moves from 112 to 196 meV. Why does a gain that depends on suppressing phonon scattering end at a point that follows the temperature but hardly the phonon energy?

Two of the six conduction valleys lie along the surface normal $z$; call them $\Delta_2$. Their in-plane mass is the light transverse mass $m_t=0.19\,m_e$, and their mass along $z$ is $m_l=0.92\,m_e$. The other four, $\Delta_4$, have masses $m_t$ and $m_l$ in the plane and $m_t$ along $z$. Scattering between valleys on different axes is called f-type; scattering to the opposite valley on the same axis is g-type. Let $\Delta$ be the $\Delta_4$ ground level minus the $\Delta_2$ ground level.

The model has parabolic valleys, Boltzmann statistics and, at first, one subband per ladder. Scattering is by acoustic phonons and by one effective phonon each of f type (50 meV) and g type (60 meV). The couplings are round effective values: acoustic deformation potential 12 eV, intervalley couplings 60 eV/nm (f) and 80 eV/nm (g), with density 2330 kg/m$^3$ and sound speed 9000 m/s. Surface roughness, charged impurities and screening are left out.

\section{What sets the splitting}

\textbf{Confinement.} In a field $F$ behind a hard wall, $-\frac{\hbar^2}{2m_z}\zeta''+eFz\,\zeta=E\zeta$ with $\zeta(0)=0$. Put $s=z/L-E/(eFL)$. The equation becomes $\zeta''(s)=s\,\zeta$ if $\hbar^2/(2m_zL^2)=eFL$. The decaying solution is the Airy function, and the wall requires $-E/(eFL)$ to be one of its zeros $a_n<0$:
\begin{equation}
L=\left(\frac{\hbar^2}{2m_zeF}\right)^{1/3},\qquad E_n=eFL\,|a_n| .
\end{equation}
Thus $E_n\propto m_z^{-1/3}$, and $\Delta_2$, heavy along $z$, lies lower. For $F=0.03$ V/nm the ground levels are 78.1 and 132.1 meV, so the unstrained channel already has $\Delta_0=54.0$ meV.

\textbf{Strain.} For in-plane strain $\varepsilon$ the elastic energy density is
\begin{equation}
U=\tfrac12C_{11}(2\varepsilon^2+\varepsilon_{zz}^2)+C_{12}(\varepsilon^2+2\varepsilon\varepsilon_{zz}).
\end{equation}
The free surface carries no normal stress, so $\partial U/\partial\varepsilon_{zz}=0$ and $\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon$. A valley on axis $i$ shifts by $\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\varepsilon_{ii}$. The trace term is common to all valleys and cancels in the difference:
\begin{equation}
\Delta=\Delta_0+\Xi_u(\varepsilon-\varepsilon_{zz})=\Delta_0+\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon .
\end{equation}
With $\Xi_u=9$ eV and $C_{12}/C_{11}=0.4$ the slope is $9\times1.8=16.2$ eV. Tension ($\varepsilon>0$) lowers $\Delta_2$ relative to $\Delta_4$. The field and the masses are taken as unaffected by strain.

\section{Scattering rates and mobility}

Write the squared matrix element for a phonon in volume $V$ as $C|I(q_z)|^2/V$, with $I(q_z)=\int\zeta_i\zeta_je^{iq_zz}dz$. In-plane momentum fixes the in-plane part of $\mathbf q$. The sum over $q_z$ uses $\int dq_z\,e^{iq_z(z-z')}=2\pi\delta(z-z')$:
\begin{equation}
\int\frac{dq_z}{2\pi}|I|^2=\int\zeta_i^2\zeta_j^2\,dz\equiv F_{ij}.
\end{equation}
The ellipse of energy $E$ has $k$-space area $2\pi m_dE/\hbar^2$, where $m_d$ is the geometric mean of the in-plane masses. Dividing by $(2\pi)^2$ gives $m_d/(2\pi\hbar^2)$ states per energy and area, without spin because spin is conserved. The golden rule then gives
\begin{equation}
\Gamma=\frac{2\pi}{\hbar}\,C\,F_{ij}\,\frac{m_d}{2\pi\hbar^2}=\frac{C\,m_dF_{ij}}{\hbar^3}.
\end{equation}

For an acoustic mode of frequency $uq$ the coupling is $D_{ac}$ times the strain. Absorption and emission contribute $D_{ac}^2q^2\hbar/(2\rho uq)$ times $N$ and $N+1$ to $C$. For $\hbar uq$ well below $kT$, $2N+1\simeq2kT/(\hbar uq)$, so their sum is $C=D_{ac}^2kT/(\rho u^2)$. The energy exchange $\hbar uq$ is neglected. For an intervalley phonon the coupling is $D$ times the displacement, so $C=\hbar D^2/(2\rho\omega)$ times $N$ for absorption or $N+1$ for emission. Hence
\begin{equation}
\Gamma_{ac}=\frac{m_dD_{ac}^2kT\,F_{ii}}{\hbar^3\rho u^2},\qquad
\Gamma_{iv}=\frac{m_dD^2F_{ij}}{2\rho\omega\hbar^2}\times\{N,\;N+1\}
\end{equation}
per final valley. Each rate is constant in energy once its final states are reachable. An f process has four final valleys from $\Delta_2$. From $\Delta_4$ it has two in $\Delta_2$ and two in $\Delta_4$.

Now apply a force $P$ along $x$ and write $f=f_0+\varphi$. The steady linearised Boltzmann equation is
\begin{equation}
-\frac{Pv_xf_0}{kT}=\sum_{k'}W_{k'k}\varphi_{k'}-\frac{\varphi_k}{\tau}.
\end{equation}
The rates $W$ depend on energies and not on directions. The drive is odd about each valley centre, and for an odd $\varphi$ the incoming sum vanishes. So $\varphi=\tau Pv_xf_0/kT$ solves the equation, with $1/\tau$ the total rate out. Around an ellipse $v_x^2$ averages to $E/m_x$. With constant density of states and $x=E/kT$,
\begin{equation}
\mu=\frac{e}{m_c}\int_0^\infty x\,e^{-x}\,\tau(x)\,dx .
\end{equation}
For $\Delta_2$, $m_c=m_t$. In $\Delta_4$ half the valleys have $m_x=m_t$ and half $m_l$, so $1/m_c=\frac12(1/m_t+1/m_l)$ and $m_c=0.315\,m_e$. Because $xe^{-x}=-G'(x)$ with $G(x)=(1+x)e^{-x}$, each interval of constant $\tau$ contributes $\tau$ times a difference of $G$.

As a test, the Boltzmann equation was solved as a full collision matrix over six separate valleys with incoming scattering kept, for a chosen set of levels. It gives 1252 cm$^2$/(V\,s) against 1248 from this formula, 0.4\,\% higher on a 5 meV energy grid.

\section{First contribution: repopulation}

Populations follow from the densities of states and Boltzmann factors:
\begin{equation}
\frac{p_4}{p_2}=\frac{4m_{d4}}{2m_t}e^{-\Delta/kT}=R\,e^{-\Delta/kT},\qquad R=\frac{2(0.418)}{0.19}=4.40 .
\end{equation}
At $\Delta_0$, with $kT=25.85$ meV, $p_2=0.6475$ and $p_4=0.3525$.

\textbf{Masses alone.} If all valleys had the same mean scattering time, emptying $\Delta_4$ would raise the mobility by
\begin{equation}
\frac{1}{0.6475+0.3525\,(0.19/0.315)}=1.16 .
\end{equation}

\textbf{Masses and scattering, no f coupling.} Acoustic and g-type rates both scale as $m_dF_{ii}$. From $\Delta_2$ to $\Delta_4$ this product changes by $(0.418/0.19)(0.2216/0.3749)=1.30$: the heavier density of states outweighs the wider wave function. The $\Delta_4$ mobility would then be $1735\times(0.19/0.315)/1.30\approx805$ cm$^2$/(V\,s). The $\Delta_2$ mobility would not depend on $\Delta$. The starting mobility would be $0.6475(1735)+0.3525(805)\approx1407$, and the gain factor $1735/1407=1.23$. Repopulation without f scattering therefore falls well short of 1.66.

\section{Second contribution: suppression of f-type scattering}

An electron in $\Delta_2$ with kinetic energy $E$ can reach $\Delta_4$ by absorbing an f phonon if $E>\Delta-\hbar\omega_f$, and by emitting one if $E>\Delta+\hbar\omega_f$. At $\Delta_0$ the absorption threshold is 4 meV, so 86\,\% of the $\Delta_2$ electrons can absorb an f phonon. The rates out of $\Delta_2$, in ps$^{-1}$, are 4.49 (acoustic), 0.25 and 2.50 (g absorption and emission), and 1.30 and 9.00 (f absorption and emission). Strain raises both f thresholds beyond the thermal energies:

\begin{center}
\begin{tabular}{rrrr}
$\Delta$ (meV) & $p_2$ & $\mu_2$ & $\mu$ \\
54 & 0.648 & 1342 & 1044 \\
100 & 0.916 & 1619 & 1524 \\
150 & 0.987 & 1713 & 1697 \\
200 & 0.998 & 1731 & 1728 \\
\end{tabular}
\end{center}

Mobilities are in cm$^2$/(V\,s). The $\Delta_4$ mobility stays at 497 throughout. For $\Delta\ge\hbar\omega_f$ an electron there can emit an f phonon into $\Delta_2$ at any kinetic energy, so no threshold is left to move. Comparison with 805 shows that f scattering also makes $\Delta_4$ a poorer conductor. Once f scattering from $\Delta_2$ has been removed, the mobility difference between the ladders is therefore $1735-497=1238$ instead of $1735-805=930$ cm$^2$/(V\,s).

\section{Weighing the two}

With $\mu=p_2\mu_2+p_4\mu_4$ and $p_2=1-p_4$, the total gain splits as
\begin{equation}
\mu_\infty-\mu(\Delta_0)=p_4(\mu_2-\mu_4)+(\mu_\infty-\mu_2),
\end{equation}
with $p_4,\mu_2,\mu_4$ taken at $\Delta_0$. The first term moves the electrons at fixed scattering: $0.3525(1342-497)=298$. The second then removes f scattering: $1735-1342=393$. The shares are 43\,\% and 57\,\%.

The opposite order is equally legitimate. Removing f scattering from $\Delta_2$ first yields $p_2(\mu_\infty-\mu_2)=254$, and moving the electrons afterwards yields $p_4(\mu_\infty-\mu_4)=436$. Now repopulation has 63\,\%. The two orders differ by the product $p_4(\mu_\infty-\mu_2)$, which needs both changes at once. Both mechanisms are substantial, but no unique percentage belongs to either.

\section{Where the gain saturates}

Take $\Delta\ge\hbar\omega_f+\hbar\omega_g$, so that f absorption from $\Delta_2$ starts above the g-emission threshold. Let $x_a=(\Delta-\hbar\omega_f)/kT$ and $x_e=(\Delta+\hbar\omega_f)/kT$. Let $\tau_1$ be the time with acoustic and both g processes, $\tau_a$ the time with f absorption added, and $\tau_{ae}$ the time with f emission added as well. The loss of $\Delta_2$ mobility is
\begin{align}
S&=\mu_\infty-\mu_2\nonumber\\
&=\frac{e}{m_t}\Big\{[G(x_a)-G(x_e)](\tau_1-\tau_a)+G(x_e)(\tau_1-\tau_{ae})\Big\}\nonumber\\
&=\frac{e}{m_t}\Big\{G(x_a)(\tau_1-\tau_a)+G(x_e)(\tau_a-\tau_{ae})\Big\}.
\end{align}
The missing mobility is $\mu_\infty-p_2(\mu_\infty-S)-p_4\mu_4=p_2S+p_4(\mu_\infty-\mu_4)$. Inserting $p_2=1/(1+Re^{-\Delta/kT})$ gives
\begin{equation}
\mu_\infty-\mu=\frac{S+R\,e^{-\Delta/kT}(\mu_\infty-\mu_4)}{1+R\,e^{-\Delta/kT}} .
\label{missing}
\end{equation}
This is exact within the one-subband model in the stated range, and was tested there against the full mobility sum.

Both terms in the numerator carry $e^{-\Delta/kT}$; $S$ has in addition a factor linear in $\Delta$. The gain therefore has no sharp end, and a criterion is needed. For 95\,\% the missing part must be $0.05\times691=34.5$ cm$^2$/(V\,s). The solution is $\Delta=152.7$ meV, or $5.9\,kT$, as the following arithmetic confirms.

\begin{itemize}
\item Repopulation: $Re^{-5.907}=0.0120$, times $1735-497=1238$, gives 14.8.
\item Times: the rates sum to 7.24, 8.54 and 17.53 ps$^{-1}$, so $\tau_1=0.1382$, $\tau_a=0.1171$ and $\tau_{ae}=0.0570$ ps.
\item Prefactor: without f scattering $\tau$ is $1/4.734=0.2112$ ps below 60 meV and $\tau_1$ above. With $G(60/25.85)=0.326$ the mean is $0.2112-0.326(0.0730)=0.1874$ ps, so $e/m_t=1735/0.1874=9260$ cm$^2$/(V\,s) per ps.
\item f scattering: $G(3.97)=0.0936$ and $G(7.84)=0.0035$, so $S=9260\,[0.0936(0.0210)+0.0035(0.0601)]\approx20$.
\end{itemize}
The sum, 35, divided by 1.012 gives 34.5. In this tail the remaining f scattering costs more than the remaining $\Delta_4$ population. The strain needed is $(152.7-54.0)/16200=0.61\,\%$.

Other criteria give 132 meV for 90\,\% and 199 meV for 99\,\%. Halving the missing part from 10 to 5\,\% takes 21 meV, slightly more than $kT\ln2=18$ meV, mainly because of the linear factor in $S$; the denominator, falling from 1.027 to 1.012, adds about 0.4 meV.

\textbf{Without f coupling} the missing part is proportional to $p_4$ alone. The 95\,\% condition is $p_4=0.05\times0.3525=0.0176$, so $e^{-\Delta/kT}=0.0179/4.40$ and $\Delta=142$ meV. The f processes thus enlarge the gain considerably but postpone its saturation by only about 10 meV.

\section{Why the phonon energy matters so little}

Absorption lowers the threshold by $\hbar\omega_f$, which suggests that saturation should move up by the same amount. But the phonon must be present. For weak f absorption $\tau_1-\tau_a\simeq\tau_1^2\,r_fN$, where $r_f$ is the f rate per unit phonon factor, and
\begin{equation}
N\,e^{-(\Delta-\hbar\omega_f)/kT}=(N+1)\,e^{-\Delta/kT},
\end{equation}
since $N+1=Ne^{\hbar\omega_f/kT}$. The lower threshold is paid for by the scarcity of phonons, and the exponent contains $\Delta$ alone. What remains of $\omega_f$ sits in prefactors, and a prefactor changed by a factor $c$ moves the saturation point by roughly $kT\ln c$. This explains why the shift is not the 40 meV change of $\hbar\omega_f$, but not why it is as small as 2 meV. At fixed $D$, $r_f\propto1/\omega_f$: from $r_f=9.00-1.30=7.70$ ps$^{-1}$ at 50 meV it becomes 12.8 at 30 meV ($N=0.456$) and 5.5 at 70 meV ($N=0.071$). At 30 meV absorption is not weak, $\tau_1r_fN\approx0.8$, so the exact form $\tau_1-\tau_a=\tau_1^2r_fN/(1+\tau_1r_fN)$ is needed. The prefactor $r_f(N+1)(1+x_a)/(1+\tau_1r_fN)$ at $\Delta=153$ meV then falls from about 59 to about 24 ps$^{-1}$, a factor 2.5. For this term alone that is worth $kT\ln2.5\approx24$ meV, or nearly 30 meV once the growth of $1+x_a$ with $\Delta$ is included. The repopulation term falls as well, because weaker f scattering raises $\mu_4$. At $\Delta=153$ meV the missing mobility drops from 48 to 25 cm$^2$/(V\,s), a factor 1.9. But weaker f scattering also raises the starting mobility, from 748 to 1253 cm$^2$/(V\,s), so the total gain, of which the criterion takes 5\,\%, drops from 987 to 482, a factor 2.05. The 2 meV results from this near cancellation, and its size depends on the parameters: the shift is 9 meV for an f coupling of 110 eV/nm, $-4$ meV at $F=0.06$ V/nm, and 6 meV if $r_f$ rather than $D$ is held fixed.

Temperature acts on the exponent itself. The 95\,\% splitting is $6.5\,kT$ at 200 K and $5.7\,kT$ at 400 K. It is not strictly proportional to $kT$, since $\Delta_0$ stays fixed and the phonon numbers change.

\section{How far the result can be trusted}

The second $\Delta_2$ level lies at 136.6 meV, only 58 meV above the first, and strain does not remove it. With six subbands per ladder the mobility runs from 964 to 1560 cm$^2$/(V\,s). The gain factor is 1.62 instead of 1.66, and the 95\,\% splitting is again 153 meV. The one-subband model overstates the mobility by about a tenth but places saturation correctly for these parameters. With six subbands the shift between 30 and 70 meV phonons is about 3 meV instead of 2, and the 400 K value is 193 instead of 196 meV.

Boltzmann statistics require a sheet density well below $N_2=4.1\times10^{12}$ cm$^{-2}$, the density scale of the two lower valleys. With $\Delta_4$ nearly empty, $n=N_2\ln(1+e^{E_F/kT})$, with $E_F$ measured from the $\Delta_2$ level. At $n=N_2$ this gives $e^{E_F/kT}=e-1=1.72$ (here $e$ is the base of logarithms), so the $\Delta_4$ tail is 1.72 times the Boltzmann value. Reaching the same small $\Delta_4$ share then takes $kT\ln1.72=14$ meV more splitting; with Fermi statistics and Pauli blocking at $n=N_2$ the 95\,\% point is 166 meV and the gain factor 1.77. Field and density are not independent in a real channel: by Gauss's law $F=0.03$ V/nm corresponds to $N_{\rm dep}+n/2\approx1.9\times10^{12}$ cm$^{-2}$, with $N_{\rm dep}$ the depletion charge per area. Without depletion charge $n$ is close to $N_2$, so the Boltzmann values apply only if dopant charge supplies most of the field, and its scattering is left out here.

The size of the gain depends on the f coupling, as the change from 1.23 to 1.66 shows, and on the scattering left out here. The saturation splitting is less sensitive, because the coupling enters it through prefactors. All splittings quoted hold for the one field $F=0.03$ V/nm. In this model a stronger field raises $\Delta_0$ and leaves less to gain, so the 95\,\% point moves up: at 0.1 V/nm the gain factor is only 1.06 and the 95\,\% splitting 208 meV. Measured strained-silicon channels keep a large enhancement at such fields, which this phonon-only model does not reproduce, so it should not be used to predict the gain of real devices at high field.

\section*{Calculated quantities}
\begin{verbatim}
masses mt, ml: 0.19, 0.92 electron masses
field: 0.030 V/nm; temperature: 300 K
kT: 25.85 meV
density 2330 kg/m^3; sound speed 9000 m/s
acoustic coupling: 12 eV
f, g couplings: 60, 80 eV/nm
f, g phonon energies: 50, 60 meV
f, g phonon numbers: 0.1690, 0.1089
Xi_u: 9 eV; C12/C11: 0.4
splitting per unit strain: 16.2 eV
DOS mass, fourfold: 0.4181 electron masses
conductivity mass, fourfold: 0.3150 electron masses
well lengths L, two/fourfold: 1.113, 1.884 nm
ground levels, two/fourfold: 78.10, 132.13 meV
second twofold level: 136.55 meV
unstrained splitting: 54.03 meV
overlaps 22, 24, 44: 0.3749, 0.2152, 0.2216 1/nm
twofold density scale: 4.10e+12 1/cm^2
rates out of a twofold valley, 1/ps:
  acoustic 4.488
  g absorption 0.246, emission 2.502
  f absorption 1.300, emission 8.996
population factor R: 4.401
one subband per ladder; mobilities in cm^2/(V s)
gap/meV, twofold share, mu2, mu4, mu:
    54.0 0.6475  1342.0  497.3  1044.3
    75.0 0.8052  1467.9  497.3  1278.8
   100.0 0.9158  1618.7  497.3  1524.2
   125.0 0.9662  1688.2  497.3  1648.0
   150.0 0.9869  1713.0  497.3  1697.1
   200.0 0.9981  1730.6  497.3  1728.2
   250.0 0.9997  1734.2  497.3  1733.8
limit of large gap: 1735.0 cm^2/(V s)
gain factor: 1.661
gain by repopulation: 297.8 cm^2/(V s)
gain by f suppression: 392.9 cm^2/(V s)
gain factor without f coupling: 1.233
splitting at 90 % of gain: 132.0 meV
splitting at 95 % of gain: 152.7 meV
splitting at 99 % of gain: 199.3 meV
95 % splitting over kT: 5.91
95 % splitting from leading law: 153.1 meV
strain at 95 %: 0.61 %
95 % splitting at 200, 400 K: 111.6, 196.0 meV
95 % splitting, f phonon 30, 70 meV: 152.1, 154.1 meV
six subbands: mu 964.4 to 1559.5 cm^2/(V s)
six subbands: gain factor 1.617
six subbands: 95 % splitting 152.6 meV
six subbands: strain 0.61 %
collision matrix test: 1252.4 cm^2/(V s)
closed form, same levels: 1247.7 cm^2/(V s)
\end{verbatim}
